# Staircase disks: no fourfold magnetostatic anisotropy for uniform in-plane magnetization: a numerical check

```python
"""
Result under test: a cell mask with quarter-turn symmetry gives uniform in-plane
magnetization no magnetostatic anisotropy. A fourfold grid artifact appears only
after the magnetization becomes nonuniform; for stiff exchange it is
    E(45 deg) - E(0) = (p.X^+.p - q.X^+.q)/2 .
Symbols: K = mu0 M^2/2 (eV/nm^3), A = exchange stiffness (eV/nm), t = thickness,
N = demagnetizing tensor, p and q = local energy gradients of the uniform state
at 0 and 45 degrees, X = exchange Hessian, X^+ = its inverse on zero-sum angles.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import j1

NUMPY_FUNCTIONS = (np.sqrt, np.arcsinh, np.arctan)
MP_FUNCTIONS = (mp.sqrt, mp.asinh, mp.atan)
TINY = 1e-30  # keeps removable 0/0 terms finite; their prefactors vanish


def antiderivative_f(x, y, z, functions=NUMPY_FUNCTIONS):
    """Function with d^4 f / dy^2 dz^2 = 1/r."""
    sqrt, asinh, atan = functions
    r = sqrt(x*x + y*y + z*z)
    return (y*(z*z - x*x)/2*asinh(y/(sqrt(x*x + z*z) + TINY))
            + z*(y*y - x*x)/2*asinh(z/(sqrt(x*x + y*y) + TINY))
            - x*y*z*atan(y*z/(x*r + TINY))
            + (2*x*x - y*y - z*z)*r/6)


def antiderivative_g(x, y, z, functions=NUMPY_FUNCTIONS):
    """Function with d^4 g / dx dy dz^2 = 1/r."""
    sqrt, asinh, atan = functions
    r = sqrt(x*x + y*y + z*z)
    return (x*y*z*asinh(z/(sqrt(x*x + y*y) + TINY))
            + y*(3*z*z - y*y)/6*asinh(x/(sqrt(y*y + z*z) + TINY))
            + x*(3*z*z - x*x)/6*asinh(y/(sqrt(x*x + z*z) + TINY))
            - z**3/6*atan(x*y/(z*r + TINY))
            - z*y*y/2*atan(x*z/(y*r + TINY))
            - z*x*x/2*atan(y*z/(x*r + TINY)) - x*y*r/3)


def cell_tensor(x, y, cell):
    """Averaged tensor components xx, yy, zz, xy between equal cells at z=0."""
    dx, dy, dz = cell
    total = [0.0, 0.0, 0.0, 0.0]
    weight = {-1: -1, 0: 2, 1: -1}
    for i in weight:
        for j in weight:
            for k in weight:
                w = weight[i]*weight[j]*weight[k]
                a, b, c = x + i*dx, y + j*dy, k*dz + 0.0*x
                total[0] = total[0] + w*antiderivative_f(a, b, c)
                total[1] = total[1] + w*antiderivative_f(b, a, c)
                total[2] = total[2] + w*antiderivative_f(c, b, a)
                total[3] = total[3] + w*antiderivative_g(a, b, c)
    return [part/(4*np.pi*dx*dy*dz) for part in total]


def dipole_tensor(x, y, cell):
    """Point-dipole replacement for the cell tensor, without a self term."""
    r2 = x*x + y*y
    safe = np.where(r2 > 0, r2, 1.0)
    factor = np.where(r2 > 0, np.prod(cell)/(4*np.pi*safe**1.5), 0.0)
    return [factor*(1 - 3*x*x/safe), factor*(1 - 3*y*y/safe),
            factor, -3*factor*x*y/safe]


def disk_mask(diameter, dx, dy, shift=(0.0, 0.0)):
    """Integer indices of cells whose centres lie inside a circle."""
    nx, ny = round(diameter/dx) + 2, round(diameter/dy) + 2
    i, j = np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")
    x = (i - (nx - 1)/2 - shift[0])*dx
    y = (j - (ny - 1)/2 - shift[1])*dy
    inside = x*x + y*y < diameter**2/4
    return i[inside], j[inside]


def pair_matrices(i, j, cell, kernel=cell_tensor):
    """All pair tensors, looked up from a table of cell offsets."""
    span = int(max(np.ptp(i), np.ptp(j)))
    offset = np.arange(-span, span + 1)
    x, y = np.meshgrid(offset*cell[0], offset*cell[1], indexing="ij")
    table = kernel(x.astype(float), y.astype(float), cell)
    di = i[:, None] - i[None, :] + span
    dj = j[:, None] - j[None, :] + span
    return [part[di, dj] for part in table]


def average_tensor(matrices):
    return np.array([part.sum()/len(part) for part in matrices])


class GridDisk:
    def __init__(self, diameter, side, thickness, density):
        self.i, self.j = disk_mask(diameter, side, side)
        self.cell = (side, side, thickness)
        self.volume_cell = side*side*thickness
        self.count = len(self.i)
        self.volume = self.count*self.volume_cell
        self.density = density
        self.thickness = thickness
        self.n = pair_matrices(self.i, self.j, self.cell)
        distance = (abs(self.i[:, None] - self.i[None, :])
                    + abs(self.j[:, None] - self.j[None, :]))
        adjacent = (distance == 1).astype(float)
        self.first, self.second = np.where(np.triu(adjacent) > 0)
        self.laplacian = np.diag(adjacent.sum(axis=1)) - adjacent

    def energy(self, angle, stiffness):
        c, s = np.cos(angle), np.sin(angle)
        xx, yy, _, xy = self.n
        dipolar = self.density*self.volume_cell*(
            c @ xx @ c + s @ yy @ s + 2*c @ xy @ s)
        difference = angle[self.first] - angle[self.second]
        exchange = 4*stiffness*self.thickness*np.sum(np.sin(difference/2)**2)
        return dipolar + exchange

    def quadratic_matrices(self, stiffness):
        scale = 2*self.density*self.volume_cell
        exchange = 2*stiffness*self.thickness*self.laplacian
        xx, yy, zz, xy = self.n
        return (scale*xx + exchange, scale*yy + exchange,
                scale*zz + exchange, scale*xy)

    def gradient(self, angle, stiffness):
        xx, yy, _, xy = self.quadratic_matrices(stiffness)
        c, s = np.cos(angle), np.sin(angle)
        return -s*(xx @ c + xy @ s) + c*(xy @ c + yy @ s)

    def hessians(self, angle, stiffness):
        xx, yy, zz, xy = self.quadratic_matrices(stiffness)
        c, s = np.cos(angle), np.sin(angle)
        parallel = c*(xx @ c + xy @ s) + s*(xy @ c + yy @ s)
        plane = (np.outer(s, s)*xx + np.outer(c, c)*yy
                 - (np.outer(s, c) + np.outer(c, s))*xy - np.diag(parallel))
        return plane, zz - np.diag(parallel)

    def relax(self, direction, stiffness):
        """Newton solution with the mean in-plane direction held fixed."""
        u, multiplier = np.zeros(self.count), 0.0
        for _ in range(40):
            grad = self.gradient(direction + u, stiffness)
            plane, _ = self.hessians(direction + u, stiffness)
            border = np.cos(u)
            system = np.zeros((self.count + 1, self.count + 1))
            system[:-1, :-1] = plane + np.diag(multiplier*np.sin(u))
            system[:-1, -1] = -border
            system[-1, :-1] = -border
            residual = np.append(grad - multiplier*border, -np.sin(u).sum())
            step = np.linalg.solve(system, -residual)
            u += step[:-1]
            multiplier += step[-1]
            if np.max(abs(step[:-1])) < 1e-11:
                break
        final = self.gradient(direction + u, stiffness) - multiplier*np.cos(u)
        assert np.max(abs(final)) < 1e-8*max(1.0, stiffness)
        assert abs(np.sin(u).sum()) < 1e-8
        return self.energy(direction + u, stiffness), direction + u


# Example inputs: rough values for a soft in-plane memory free layer.
diameter, thickness, side = 60.0, 5.0, 5.0
flux_density, stiffness, temperature = 1.0, 0.08, 300.0
induced_density, interface_density = 2e-6, 3e-3
K = flux_density**2/(2*sc.mu_0)/sc.e*1e-27
exchange_length = np.sqrt(stiffness/K)

# Atomic-unit energy density against the SI expression.
bohr = sc.physical_constants["Bohr radius"][0]
hartree_ev = sc.physical_constants["Hartree energy in eV"][0]
bohr_magneton = sc.physical_constants["Bohr magneton"][0]
magnetization_au = flux_density/sc.mu_0*bohr**3/(2*bohr_magneton)
K_from_au = (2*np.pi*sc.fine_structure**2*magnetization_au**2
             * hartree_ev/(bohr*1e9)**3)
assert abs(K_from_au/K - 1) < 1e-7

# Antiderivatives against their defining differential equations.
mp.mp.dps = 30
point = (mp.mpf("1.3"), mp.mpf("0.7"), mp.mpf("0.9"))
inverse_r = 1/mp.sqrt(sum(value**2 for value in point))
for function, orders in ((antiderivative_f, (0, 2, 2)),
                         (antiderivative_g, (1, 1, 2))):
    derivative = mp.diff(lambda x, y, z: function(x, y, z, MP_FUNCTIONS),
                         point, orders)
    assert abs(derivative - inverse_r) < 1e-8

# Cell tensor against direct integration of the dipole kernel over both cells.
cell = (side, side, thickness)
nodes, weights = np.polynomial.legendre.leggauss(6)
delta = (nodes[:, None] - nodes[None, :]).ravel()/2
pair_weight = np.outer(weights, weights).ravel()/4
dx = 2*side + side*delta[:, None, None]
dy = side + side*delta[None, :, None]
dz = thickness*delta[None, None, :]
r2 = dx**2 + dy**2 + dz**2
weight3 = (pair_weight[:, None, None]*pair_weight[None, :, None]
           * pair_weight[None, None, :])
prefactor = np.prod(cell)/(4*np.pi)
direct_xx = prefactor*np.sum(weight3*(1/r2**1.5 - 3*dx**2/r2**2.5))
direct_xy = prefactor*np.sum(weight3*(-3*dx*dy/r2**2.5))
formula = cell_tensor(np.array(2*side), np.array(side), cell)
assert abs(formula[0]/direct_xx - 1) < 1e-5
assert abs(formula[3]/direct_xy - 1) < 1e-5
self_tensor = cell_tensor(np.array(0.0), np.array(0.0), cell)
assert abs(sum(self_tensor[:3]) - 1) < 1e-10

# Uniform state of the centred staircase disk.
disk = GridDisk(diameter, side, thickness, K)
N = average_tensor(disk.n)
angles = np.radians(np.arange(0, 181, 15))
uniform = np.array([disk.energy(np.full(disk.count, angle), stiffness)
                    for angle in angles])
uniform_spread = np.ptp(uniform)
assert uniform_spread < 1e-9

# Quarter-turn symmetry suffices: a mirrorless mask and another kernel.
middle = (round(diameter/side) + 1)/2
x2 = np.rint(2*(disk.i - middle)).astype(int)
y2 = np.rint(2*(disk.j - middle)).astype(int)
removed = {(11, 3), (-3, 11), (-11, -3), (3, -11)}
keep = np.array([(x, y) not in removed for x, y in zip(x2, y2)])
assert np.sum(~keep) == 4
pinwheel = average_tensor(pair_matrices(disk.i[keep], disk.j[keep], cell))
dipoles = average_tensor(pair_matrices(disk.i, disk.j, cell, dipole_tensor))
for tensor in (N, pinwheel, dipoles):
    assert abs(tensor[0] - tensor[1]) < 1e-10 and abs(tensor[3]) < 1e-10


def uniform_amplitude(tensor, volume):
    """Maximum minus minimum energy for uniform in-plane magnetization."""
    return K*volume*np.hypot(tensor[0] - tensor[1], 2*tensor[3])


# Broken quarter-turn symmetry gives an anisotropy even to uniform states.
si, sj = disk_mask(diameter, side, side, (0.3, 0.1))
shifted = uniform_amplitude(average_tensor(pair_matrices(si, sj, cell)),
                            len(si)*np.prod(cell))
ri, rj = disk_mask(diameter, side, side/2)
rectangle = (side, side/2, thickness)
rectangular = uniform_amplitude(
    average_tensor(pair_matrices(ri, rj, rectangle)),
    len(ri)*np.prod(rectangle))
assert shifted > 1e-6 and rectangular > 1e-6

# Local gradients: finite differences, zero sum, and second harmonic.
D = [part.sum(axis=1) for part in disk.n]
p = 2*K*disk.volume_cell*D[3]
q = K*disk.volume_cell*(D[1] - D[0])
test_angle = 0.31
state = np.full(disk.count, test_angle)
numerical_gradient = np.zeros(disk.count)
for index in range(disk.count):
    bump = np.zeros(disk.count)
    bump[index] = 1e-5
    numerical_gradient[index] = (disk.energy(state + bump, stiffness)
                                 - disk.energy(state - bump, stiffness))/2e-5
predicted_gradient = p*np.cos(2*test_angle) + q*np.sin(2*test_angle)
assert np.max(abs(numerical_gradient - predicted_gradient)) < 1e-7
assert abs(p.sum()) < 1e-9 and abs(q.sum()) < 1e-9
assert np.max(abs(p)) > 1e-5 and np.max(abs(q)) > 1e-5

# Relaxed energies and stability.
energy_0, state_0 = disk.relax(0.0, stiffness)
energy_45, state_45 = disk.relax(np.pi/4, stiffness)
energy_mid, _ = disk.relax(np.pi/8, stiffness)
energy_90, _ = disk.relax(np.pi/2, stiffness)
artifact = energy_45 - energy_0
eighth = ((energy_0 + energy_45)/2 - energy_mid)/2
assert abs(energy_90 - energy_0) < 1e-9
assert abs(artifact) > 1000*uniform_spread
assert energy_0 < uniform[0] and energy_45 < uniform[0]
out_of_plane = []
for direction, relaxed in ((0.0, state_0), (np.pi/4, state_45)):
    plane, vertical = disk.hessians(relaxed, stiffness)
    normal = np.cos(relaxed - direction)
    normal /= np.linalg.norm(normal)
    projector = np.eye(disk.count) - np.outer(normal, normal)
    constrained = projector @ plane @ projector + 10*np.outer(normal, normal)
    assert np.linalg.eigvalsh(constrained)[0] > 0
    out_of_plane.append(np.linalg.eigvalsh(vertical)[0])
assert min(out_of_plane) > 0

# A free minimization must turn to the lower symmetry direction.
easy = 0.0 if artifact > 0 else np.pi/4
free = minimize(disk.energy, np.full(disk.count, easy + 0.2),
                args=(stiffness,), jac=disk.gradient, method="L-BFGS-B",
                options={"ftol": 1e-16, "gtol": 1e-9, "maxiter": 5000,
                         "maxfun": 10000})
free_direction = np.arctan2(np.sin(free.x).sum(), np.cos(free.x).sum())
assert abs(free.fun - min(energy_0, energy_45)) < 0.02*abs(artifact)
assert abs(free_direction - easy) < 0.03

# Stiff-exchange formula against full relaxation at increased stiffness.
inverse = np.linalg.pinv(2*stiffness*thickness*disk.laplacian, hermitian=True)
stiff_formula = (p @ inverse @ p - q @ inverse @ q)/2
factor = 1000.0
stiff_difference = (disk.relax(np.pi/4, factor*stiffness)[0]
                    - disk.relax(0.0, factor*stiffness)[0])
stiff_ratio = stiff_difference*factor/stiff_formula
assert abs(stiff_ratio - 1) < 0.03

# Other grids; the finest one also serves the round-disk and vortex comparisons.
grid_results = []
for grid_side in (6.0, 5.0, 4.0, 3.0, 2.0):
    grid = GridDisk(diameter, grid_side, thickness, K)
    low = grid.relax(0.0, stiffness)[0]
    high = grid.relax(np.pi/4, stiffness)[0]
    grid_results.append((grid_side, grid.count, high - low))
fine, fine_energy = grid, min(low, high)
N_fine = average_tensor(fine.n)
ratio = 2*thickness/diameter
integral = quad(lambda k: j1(k)**2*(-np.expm1(-k*ratio))/k**2,
                1e-10, 300, limit=1000)[0]
N_round = (1 - 2*integral/ratio)/2
# The tolerance allows for the charge roughness of a 2 nm staircase.
assert abs(N_fine[0]/N_round - 1) < 0.08

# Trial vortex with a Gaussian core: an upper bound within the grid model.
fine_middle = (round(diameter/fine.cell[0]) + 1)/2
x = (fine.i - fine_middle)*fine.cell[0]
y = (fine.j - fine_middle)*fine.cell[1]
radius = np.hypot(x, y)
fxx, fyy, fzz, fxy = fine.quadratic_matrices(stiffness)
vortex_energies = []
for width in np.arange(3.0, 15.1, 1.0):
    mz = np.exp(-radius**2/(2*width**2))
    planar = np.sqrt(1 - mz**2)
    mx, my = -planar*y/radius, planar*x/radius
    vortex_energies.append((mx @ fxx @ mx + my @ fyy @ my + mz @ fzz @ mz
                            + 2*mx @ fxy @ my)/2)
vortex_energy = min(vortex_energies)

# Sizes of effects left out of the ideal disk model.
thermal = sc.k*temperature/sc.e
stretched = (side*(diameter + 1)/diameter, side, thickness)
elongation = uniform_amplitude(
    average_tensor(pair_matrices(disk.i, disk.j, stretched)),
    disk.count*np.prod(stretched))
induced = induced_density*disk.volume
moment = flux_density/sc.mu_0*disk.volume*1e-27/sc.e
artifact_field = 8*abs(artifact)/moment*1000
thickness_ratio = (thickness/(2*np.pi*exchange_length))**2

print(f"Disk diameter, thickness, cell side: {diameter:.0f}, {thickness:.0f}, {side:.0f} nm")
print(f"Input mu0 M: {flux_density:.2f} T")
print(f"Input exchange stiffness A: {stiffness:.3f} eV/nm")
print(f"Magnetostatic density K: {K:.5e} eV/nm^3")
print(f"Exchange length sqrt(A/K): {exchange_length:.3f} nm")
print(f"Filled cells: {disk.count}; volume: {disk.volume:.0f} nm^3")
print(f"Average N_xx, N_yy: {N[0]:.7f}, {N[1]:.7f} (no unit)")
print(f"Average N_zz: {N[2]:.7f}; |N_xy|: {abs(N[3]):.1e} (no unit)")
print(f"Uniform energy: {uniform[0]:.6f} eV")
print(f"Uniform energy spread over angle: {uniform_spread:.1e} eV")
print(f"Pinwheel |N_xx-N_yy|: {abs(pinwheel[0]-pinwheel[1]):.1e} (no unit)")
print(f"Dipole-kernel |N_xx-N_yy|: {abs(dipoles[0]-dipoles[1]):.1e} (no unit)")
print(f"Off-centre mask, uniform anisotropy: {shifted:.6f} eV")
print(f"Rectangular 5 x 2.5 nm cells, same: {rectangular:.6f} eV")
print(f"Largest local gradient at 0 deg: {np.max(abs(p)):.6f} eV/rad")
print(f"Largest local gradient at 45 deg: {np.max(abs(q)):.6f} eV/rad")
print(f"Sums of these gradients: {abs(p.sum()):.1e}, {abs(q.sum()):.1e} eV/rad")
print(f"Relaxed energy at 0 deg: {energy_0:.8f} eV")
print(f"Relaxed energy at 22.5 deg: {energy_mid:.8f} eV")
print(f"Relaxed energy at 45 deg: {energy_45:.8f} eV")
print(f"Largest spin deviation at 0 deg: {np.degrees(np.max(abs(state_0))):.3f} deg")
print(f"Largest deviation at 45 deg: {np.degrees(np.max(abs(state_45-np.pi/4))):.3f} deg")
print(f"Artifact E(45)-E(0): {artifact:.6e} eV = {artifact/hartree_ev:.6e} hartree")
print(f"Cos(8 phi) coefficient estimate: {eighth:.3e} eV")
print(f"Easy direction: {np.degrees(easy):.0f} deg")
print(f"Free minimization direction: {np.degrees(free_direction):.3f} deg")
print(f"Equivalent fourfold anisotropy field: {artifact_field:.5f} mT")
print(f"Stiff formula at example A: {stiff_formula:.6e} eV")
print(f"Full/stiff-formula ratio at 1000 A: {stiff_ratio:.6f} (no unit)")
for grid_side, count, difference in grid_results:
    print(f"Cell {grid_side:.0f} nm, {count} cells, E(45)-E(0): {difference:.6e} eV")
print(f"In-plane N, 2 nm grid and round disk: {N_fine[0]:.6f}, {N_round:.6f}")
print(f"Thermal energy at {temperature:.0f} K: {thermal:.6f} eV")
print(f"Uniform anisotropy from 1 nm elongation: {elongation:.6f} eV")
print(f"Rough induced anisotropy density: {induced_density:.1e} eV/nm^3")
print(f"Rough induced anisotropy energy: {induced:.6f} eV")
print(f"Rough interface anisotropy: {interface_density:.1e} eV/nm^2")
print(f"Interface/magnetostatic ratio: {interface_density/(K*thickness):.4f} (no unit)")
print(f"Smallest out-of-plane curvature: {min(out_of_plane):.5f} eV per cell")
print(f"Interface curvature reduction: {2*interface_density*side**2:.5f} eV per cell")
print(f"Through-thickness response scale: {thickness_ratio:.5f} (no unit)")
print(f"Relaxed in-plane energy, 2 nm grid: {fine_energy:.6f} eV")
print(f"Trial vortex energy, 2 nm grid: {vortex_energy:.6f} eV")
print("tests ok")
```

Printed output:

```
Disk diameter, thickness, cell side: 60, 5, 5 nm
Input mu0 M: 1.00 T
Input exchange stiffness A: 0.080 eV/nm
Magnetostatic density K: 2.48342e-03 eV/nm^3
Exchange length sqrt(A/K): 5.676 nm
Filled cells: 112; volume: 14000 nm^3
Average N_xx, N_yy: 0.0926917, 0.0926917 (no unit)
Average N_zz: 0.8146167; |N_xy|: 4.0e-15 (no unit)
Uniform energy: 3.222689 eV
Uniform energy spread over angle: 2.8e-13 eV
Pinwheel |N_xx-N_yy|: 1.7e-15 (no unit)
Dipole-kernel |N_xx-N_yy|: 0.0e+00 (no unit)
Off-centre mask, uniform anisotropy: 0.024388 eV
Rectangular 5 x 2.5 nm cells, same: 0.042868 eV
Largest local gradient at 0 deg: 0.030081 eV/rad
Largest local gradient at 45 deg: 0.061856 eV/rad
Sums of these gradients: 2.8e-13, 2.0e-14 eV/rad
Relaxed energy at 0 deg: 3.21069373 eV
Relaxed energy at 22.5 deg: 3.19521751 eV
Relaxed energy at 45 deg: 3.18049127 eV
Largest spin deviation at 0 deg: 2.861 deg
Largest deviation at 45 deg: 6.074 deg
Artifact E(45)-E(0): -3.020246e-02 eV = -1.109920e-03 hartree
Cos(8 phi) coefficient estimate: 1.875e-04 eV
Easy direction: 45 deg
Free minimization direction: 45.000 deg
Equivalent fourfold anisotropy field: 3.47476 mT
Stiff formula at example A: -3.607286e-02 eV
Full/stiff-formula ratio at 1000 A: 0.999829 (no unit)
Cell 6 nm, 80 cells, E(45)-E(0): -4.253109e-02 eV
Cell 5 nm, 112 cells, E(45)-E(0): -3.020246e-02 eV
Cell 4 nm, 177 cells, E(45)-E(0): -2.864714e-02 eV
Cell 3 nm, 316 cells, E(45)-E(0): -3.709583e-02 eV
Cell 2 nm, 716 cells, E(45)-E(0): -3.076779e-02 eV
In-plane N, 2 nm grid and round disk: 0.090015, 0.089529
Thermal energy at 300 K: 0.025852 eV
Uniform anisotropy from 1 nm elongation: 0.066559 eV
Rough induced anisotropy density: 2.0e-06 eV/nm^3
Rough induced anisotropy energy: 0.028000 eV
Rough interface anisotropy: 3.0e-03 eV/nm^2
Interface/magnetostatic ratio: 0.2416 (no unit)
Smallest out-of-plane curvature: 0.42060 eV per cell
Interface curvature reduction: 0.15000 eV per cell
Through-thickness response scale: 0.01966 (no unit)
Relaxed in-plane energy, 2 nm grid: 3.133756 eV
Trial vortex energy, 2 nm grid: 8.075498 eV
tests ok
```
